**Bleaney-Bowers susceptibility, its maximum and the singlet-triplet crossing**

For two spins one half with exchange $J\,\mathbf S_1\cdot\mathbf S_2$ and a common $g$ factor, the susceptibility per pair is $2g^2\mu_B^2/[kT(3+e^{J/kT})]$. Here $\mu_B$ is the Bohr magneton, $k$ the Boltzmann constant, $T$ the temperature and $J$ the triplet energy minus the singlet energy. The program builds the 4×4 Hamiltonian from spin matrices and diagonalizes it. It asserts that the levels agree with the formulas for $J>0$, and that the thermal moments and numerical field derivatives agree for both signs of $J$. It also asserts the high- and low-temperature limits for $J>0$, the leading nonlinear correction, and the position, height and number of maxima. Further assertions cover the crossing field $J/(g\mu_B)$, the residual susceptibility for unequal $g$ factors, and the gap opened by antisymmetric exchange. For $J/k=20$ K and $g=2$, the output shows a maximum of 0.0302 cm³/mol at 12.47 K and a crossing at 14.89 T.

## Program and output

```python
"""Bleaney-Bowers susceptibility of two exchange-coupled spins one half.

Hamiltonian: H = J S1.S2 + g muB B.(S1 + S2); J > 0 is antiferromagnetic.
Results under test:
  chi per pair = (2 g^2 muB^2 / kT) / (3 + exp(J/kT))
  maximum (J > 0) at kT = J / y_star, with y_star = 1 + W(3/e)
  singlet and m = -1 triplet component cross at B = J / (g muB)
Energies are divided by k and given in K; B is in T; moments are in muB.
A susceptibility per pair is therefore in muB/T until converted to cm^3/mol.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

MU_B = const.physical_constants["Bohr magneton"][0]
MU_K = MU_B / const.k                       # Bohr magneton in K/T
# muB/T per pair -> cm^3/mol: muB in erg/G is 1e3 muB in J/T; 1 T = 1e4 G
TO_CGS = const.N_A * MU_B * 1e3 / 1e4

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
S1 = [np.kron(s, np.eye(2)) for s in (sx, sy, sz)]
S2 = [np.kron(np.eye(2), s) for s in (sx, sy, sz)]
EXCHANGE = sum(a @ b for a, b in zip(S1, S2))
CROSS_X = S1[1] @ S2[2] - S1[2] @ S2[1]     # x component of S1 x S2
TILTED = np.array([1.0, 2.0, 2.0]) / 3
Z_AXIS = np.array([0.0, 0.0, 1.0])


def moment_operator(g1, g2, axis):
    return -sum(n * (g1 * a + g2 * b) for n, a, b in zip(axis, S1, S2))


def hamiltonian(J, B, g1, g2, axis, D=0.0):
    return J * EXCHANGE - MU_K * B * moment_operator(g1, g2, axis) + D * CROSS_X


def thermal_moment(T, B, J, g, axis=TILTED):
    """Boltzmann average of the moment from full diagonalization."""
    energy, vec = np.linalg.eigh(hamiltonian(J, B, g, g, axis))
    weight = np.exp(-(energy - energy[0]) / T)
    op = moment_operator(g, g, axis)
    diagonal = np.real(np.einsum("ik,ij,jk->k", vec.conj(), op, vec))
    return weight @ diagonal / weight.sum()


def chi_numeric(T, J, g, step=0.01):
    return (thermal_moment(T, step, J, g) - thermal_moment(T, -step, J, g)) / (2 * step)


def chi_formula(T, J, g):
    return 2 * g**2 * MU_K / T / (3 + np.exp(J / T))


def moment_formula(T, B, J, g):
    x = g * MU_K * B / T
    return g * 2 * np.sinh(x) / (1 + 2 * np.cosh(x) + np.exp(J / T))


J, g = 20.0, 2.0
y_star = 1 + lambertw(3 / np.e).real
T_max = J / y_star
chi_max = 2 * g**2 * MU_K * (y_star - 1) / (3 * J)
B_cross = J / (g * MU_K)

# Zero-field levels and field-dependent levels
assert np.allclose(np.linalg.eigvalsh(J * EXCHANGE), [-0.75 * J] + [0.25 * J] * 3)
for B in (3.0, 20.0):
    expected = sorted([-0.75 * J] + [0.25 * J + g * MU_K * B * m for m in (-1, 0, 1)])
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(J, B, g, g, TILTED)), expected)

# Finite-field moment and zero-field susceptibility, both signs of J
for J_test in (20.0, -20.0, 7.0):
    for T in (2.0, 5.0, 12.0, 60.0, 300.0):
        for B in (1.0, 10.0, 20.0):
            exact = thermal_moment(T, B, J_test, g)
            assert abs(exact - moment_formula(T, B, J_test, g)) < 1e-10
        # the finite field step leaves a relative error below x^2/6, about 8e-6
        assert abs(chi_numeric(T, J_test, g) / chi_formula(T, J_test, g) - 1) < 2e-5

# Leading nonlinear correction, on both sides of its sign change
nonlinear = {}
for T in (T_max, 40.0):
    x = g * MU_K * 1.0 / T
    predicted = x**2 * (1 / 6 - 1 / (3 + np.exp(J / T)))
    nonlinear[T] = thermal_moment(T, 1.0, J, g) / chi_formula(T, J, g) - 1
    assert abs(nonlinear[T] - predicted) < 0.02 * abs(predicted)

# High- and low-temperature limits
curie = g**2 * MU_K / 2                     # two free spins, in muB K/T
weiss = curie / chi_numeric(2000.0, J, g) - 2000.0
assert abs(weiss - J / 4) < 0.05            # next term is J^2/(8T) = 0.025 K
activated = 2 * g**2 * MU_K * np.exp(-J / 2.0) / 2.0
assert abs(chi_numeric(2.0, J, g) / activated - 1) < 1e-3

# Maximum: numerical search, height, population, number of turning points
search = minimize_scalar(lambda T: -chi_numeric(T, J, g), bounds=(5, 40),
                         method="bounded", options={"xatol": 1e-7})
assert abs(search.x / T_max - 1) < 1e-4
assert abs(-search.fun / chi_max - 1) < 1e-5
levels = np.linalg.eigvalsh(J * EXCHANGE)
weights = np.exp(-(levels - levels[0]) / T_max)
triplet_fraction = weights[1:].sum() / weights.sum()
assert abs(triplet_fraction - (1 - 1 / y_star)) < 1e-10
grid = np.geomspace(2, 500, 300)
for J_test, turns in ((J, 1), (0.0, 0), (-J, 0)):
    slope = np.sign(np.diff([chi_numeric(T, J_test, g) for T in grid]))
    assert np.count_nonzero(np.diff(slope)) == turns
    assert slope[-1] < 0

# Crossing: field at which the ground state acquires a moment


def ground_moment_offset(B):
    vec = np.linalg.eigh(hamiltonian(J, B, g, g, TILTED))[1][:, 0]
    return np.real(vec.conj() @ moment_operator(g, g, TILTED) @ vec) - g / 2


B_found = brentq(ground_moment_offset, 1.0, 40.0, xtol=1e-10)
assert abs(B_found - B_cross) < 1e-6
T_step = 0.5
step_moments = [(f, thermal_moment(T_step, f * B_cross, J, g)) for f in (0.9, 1.0, 1.1)]
assert abs(step_moments[1][1] - g / 2) < 1e-8

# Unequal g: residual susceptibility of the ground state


def ground_chi(g1, g2, h=1.0):
    e = [np.linalg.eigvalsh(hamiltonian(J, B, g1, g2, Z_AXIS))[0] for B in (-h, 0, h)]
    return -(e[0] - 2 * e[1] + e[2]) / h**2 / MU_K


g1, g2 = 2.2, 1.8
residual = ground_chi(g1, g2)
assert abs(residual / ((g1 - g2)**2 * MU_K / (2 * J)) - 1) < 1e-3
assert abs(ground_chi(g, g)) < 1e-10

# Antisymmetric exchange perpendicular to the field: avoided crossing
D = 0.2


def lowest_gap(B):
    e = np.linalg.eigvalsh(hamiltonian(J, B, g, g, Z_AXIS, D))
    return e[1] - e[0]


avoided = minimize_scalar(lowest_gap, bounds=(B_cross - 0.5, B_cross + 0.5),
                          method="bounded", options={"xatol": 1e-8})
assert abs(avoided.fun / (D / np.sqrt(2)) - 1) < 1e-3

# SI and cgs molar susceptibilities agree through the factor 4 pi 1e-6
chi_max_SI = const.mu_0 * const.N_A * MU_B * chi_max
assert abs(chi_max_SI / (4e-6 * np.pi * chi_max * TO_CGS) - 1) < 1e-8

print(f"input J/k = {J:.1f} K, g = {g:.1f}")
print(f"muB/k = {MU_K:.5f} K/T")
print(f"singlet level at B = 0: {levels[0]:.2f} K")
print(f"triplet level at B = 0: {levels[1]:.2f} K")
print(f"W(3/e) = {y_star - 1:.5f}, y_star = J/(k T_max) = {y_star:.5f}")
print(f"k T_max / J = {1 / y_star:.5f}")
print(f"T_max from formula = {T_max:.3f} K")
print(f"T_max from numerical search = {search.x:.3f} K")
print(f"chi_max = {chi_max * TO_CGS:.5f} cm^3/mol of pairs")
print(f"chi_max in SI = {chi_max_SI:.4e} m^3/mol of pairs")
print(f"triplet population at T_max = {triplet_fraction:.4f}")
print(f"Curie constant of two free spins = {curie * TO_CGS:.4f} cm^3 K/mol")
print(f"Weiss theta: J/4k = {J / 4:.3f} K, from 2000 K = {weiss:.3f} K")
for T in (2.0, 5.0, 10.0, 20.0, 50.0, 300.0):
    c = chi_numeric(T, J, g) * TO_CGS
    print(f"T = {T:5.1f} K: chi = {c:.3e} cm^3/mol, chi T = {c * T:.3e} cm^3 K/mol")
print(f"x = g muB B/kT at 1 T and T_max = {g * MU_K / T_max:.4f}")
for T, value in nonlinear.items():
    print(f"relative nonlinearity at 1 T, {T:.2f} K = {value:.2e}")
print(f"crossing field from formula = {B_cross:.3f} T")
print(f"crossing field from diagonalization = {B_found:.3f} T")
print(f"B_cross / T_max = {B_cross / T_max:.4f} T/K")
for fraction, value in step_moments:
    print(f"moment at {fraction:.1f} B_cross, {T_step} K = {value:.4f} muB per pair")
print(f"g1 = {g1}, g2 = {g2}: residual chi = {residual * TO_CGS:.3e} cm^3/mol")
print(f"D/k = {D} K: smallest gap = {avoided.fun:.4f} K")
print(f"D/(k sqrt 2) = {D / np.sqrt(2):.4f} K")
print("all good")
```

It prints:

```
input J/k = 20.0 K, g = 2.0
muB/k = 0.67171 K/T
singlet level at B = 0: -15.00 K
triplet level at B = 0: 5.00 K
W(3/e) = 0.60355, y_star = J/(k T_max) = 1.60355
k T_max / J = 0.62362
T_max from formula = 12.472 K
T_max from numerical search = 12.472 K
chi_max = 0.03019 cm^3/mol of pairs
chi_max in SI = 3.7937e-07 m^3/mol of pairs
triplet population at T_max = 0.3764
Curie constant of two free spins = 0.7503 cm^3 K/mol
Weiss theta: J/4k = 5.000 K, from 2000 K = 5.025 K
T =   2.0 K: chi = 6.812e-05 cm^3/mol, chi T = 1.362e-04 cm^3 K/mol
T =   5.0 K: chi = 1.042e-02 cm^3/mol, chi T = 5.211e-02 cm^3 K/mol
T =  10.0 K: chi = 2.889e-02 cm^3/mol, chi T = 2.889e-01 cm^3 K/mol
T =  20.0 K: chi = 2.624e-02 cm^3/mol, chi T = 5.248e-01 cm^3 K/mol
T =  50.0 K: chi = 1.336e-02 cm^3/mol, chi T = 6.681e-01 cm^3 K/mol
T = 300.0 K: chi = 2.459e-03 cm^3/mol, chi T = 7.376e-01 cm^3 K/mol
x = g muB B/kT at 1 T and T_max = 0.1077
relative nonlinearity at 1 T, 12.47 K = 4.77e-04
relative nonlinearity at 1 T, 40.00 K = -5.46e-05
crossing field from formula = 14.887 T
crossing field from diagonalization = 14.887 T
B_cross / T_max = 1.1936 T/K
moment at 0.9 B_cross, 0.5 K = 0.0360 muB per pair
moment at 1.0 B_cross, 0.5 K = 1.0000 muB per pair
moment at 1.1 B_cross, 0.5 K = 1.9640 muB per pair
g1 = 2.2, g2 = 1.8: residual chi = 1.501e-03 cm^3/mol
D/k = 0.2 K: smallest gap = 0.1414 K
D/(k sqrt 2) = 0.1414 K
all good
```
